\section*{Redhead's First-Order Desorption Peak and Its Independence of Initial Coverage}

\section{What symmetry and dimensions fix}

An adsorbed layer of coverage $\theta$, in monolayers (ML), is heated at a constant rate $\beta>0$ from a starting temperature $T_0$. In first-order desorption,
\begin{equation}
\frac{d\theta}{dt}=-\nu\,\theta\,e^{-E/kT},\qquad T=T_0+\beta t ,
\label{eq:rate}
\end{equation}
where $E$ is the energy per desorption event, $\nu$ the prefactor and $k$ Boltzmann's constant. Both $E$ and $\nu$ are taken as independent of coverage and temperature. Energies are in eV and $k=8.6173\times10^{-5}$ eV/K.

Equation (\ref{eq:rate}) is linear. If $\theta(t)$ is a solution, so is $\lambda\theta(t)$ for any constant $\lambda>0$. Changing the initial coverage $\theta_0$ therefore multiplies the whole desorption trace by a constant, which cannot move its maximum.

Dimensional analysis alone would not give this result, because $\theta_0$ is a pure number and could appear in any formula. Once linearity has removed it, the remaining quantities are $E/k$ and $T_0$ (temperatures) and $\nu/\beta$ (an inverse temperature). The peak temperature $T_p$ must then have the form
\begin{equation}
\frac{kT_p}{E}=F\!\left(\frac{\nu E}{k\beta},\frac{kT_0}{E}\right).
\end{equation}
The derivation below finds $F$ and shows that its second argument drops out when the ramp starts below the peak.

The same scaling shows why first order is special. For order $n$, the right side of (\ref{eq:rate}) contains $\theta^n$. Writing $\theta=\theta_0y$, with $y=1$ at the start, and dividing by $\theta_0$ gives
\begin{equation}
\frac{dy}{dt}=-\nu\,\theta_0^{\,n-1}y^n e^{-E/kT}.
\label{eq:scaling}
\end{equation}
The initial coverage acts as a factor on the prefactor, and this factor is unity for every $\theta_0$ only if $n=1$.

\section{The peak condition}

Since $dT=\beta\,dt$, equation (\ref{eq:rate}) becomes
\begin{equation}
\frac{d\ln\theta}{dT}=-\frac{\nu}{\beta}e^{-E/kT}.
\label{eq:log}
\end{equation}
The desorption rate is $r=-d\theta/dt=\nu\theta e^{-E/kT}$, so $\ln r=\ln\nu+\ln\theta-E/kT$. Differentiating and using (\ref{eq:log}),
\begin{equation}
\frac{d\ln r}{dT}=\frac{E}{kT^2}-\frac{\nu}{\beta}e^{-E/kT}.
\label{eq:slope}
\end{equation}
The first term is the gain from faster activation, the second the loss from depletion. The first falls steadily from infinity to zero as $T$ rises from zero, while the second magnitude rises steadily from zero to $\nu/\beta$. They are equal at one temperature, where the slope changes from positive to negative. This is Redhead's condition:
\begin{equation}
\boxed{\;\frac{E}{kT_p^2}=\frac{\nu}{\beta}\,e^{-E/kT_p}\;}
\label{eq:redhead}
\end{equation}
Neither $\theta_0$ nor $T_0$ appears. If $T_0<T_p$, the trace has one maximum, at $T_p$. If $T_0\ge T_p$, the slope is never positive during the ramp and the rate falls from the start; the largest signal then marks the start of the ramp, and its temperature must not be used as $T_p$ in (\ref{eq:redhead}).

\subsection{Solving for temperature or energy}

Let $x=E/kT_p$. Then $E/(kT_p^2)=kx^2/E$, and (\ref{eq:redhead}) becomes
\begin{equation}
x^2e^x=\frac{\nu E}{k\beta}.
\end{equation}
Taking the positive square root and halving gives $(x/2)e^{x/2}=\tfrac12\sqrt{\nu E/k\beta}$. The Lambert function $W$ is defined by $We^W=z$, so
\begin{equation}
x=2W\!\left(\frac12\sqrt{\frac{\nu E}{k\beta}}\right),\qquad T_p=\frac{E}{kx}.
\label{eq:forward}
\end{equation}

When $T_p$ is measured and $\nu$ is assumed, multiply (\ref{eq:redhead}) by $T_pe^x$ instead:
\begin{equation}
xe^x=\frac{\nu T_p}{\beta},\qquad E=kT_p\,W\!\left(\frac{\nu T_p}{\beta}\right).
\label{eq:inverse}
\end{equation}
The logarithm of the first relation is $x=\ln(\nu T_p/\beta)-\ln x$. Because $\ln x$ varies slowly, it may be replaced by a constant:
\begin{equation}
E\simeq kT_p\left[\ln\frac{\nu T_p}{\beta}-3.64\right].
\label{eq:approx}
\end{equation}
The error relative to (\ref{eq:inverse}) is $(\ln x-3.64)/x$. It vanishes at $x=e^{3.64}\approx38$ and is negative for smaller $x$. On a grid covering $\nu/\beta=10^8$ to $10^{13}$ K$^{-1}$ and $T_p=200$ to 1500 K, it runs from $-2.95$ to $-0.36$ percent. Software can use (\ref{eq:inverse}) directly and avoid this error.

\section{Coverage, height and width at the peak}

Integrating (\ref{eq:log}) requires $\int_0^T e^{-a/T'}dT'$ with $a=E/k$. The substitution $u=a/T'$, $dT'=-a\,du/u^2$, gives
\begin{equation}
\int_0^T e^{-a/T'}dT'=a\int_{a/T}^{\infty}\frac{e^{-u}}{u^2}du
=T\,E_2\!\left(\frac{a}{T}\right),
\end{equation}
where $E_2(z)=\int_1^\infty e^{-zv}v^{-2}dv=z\int_z^\infty e^{-u}u^{-2}du$ is an exponential integral. Hence
\begin{equation}
\theta(T)=\theta_0\exp\left\{-\frac{\nu}{\beta}\left[
T E_2\!\left(\frac{E}{kT}\right)-T_0E_2\!\left(\frac{E}{kT_0}\right)\right]\right\}.
\label{eq:coverage}
\end{equation}
A low starting temperature makes the $T_0$ term negligible. At the peak $\nu/\beta=xe^x/T_p$, so the remaining exponent is $-xe^xE_2(x)$. Repeated integration by parts gives $xe^xE_2(x)=1-2/x+O(x^{-2})$, and therefore
\begin{equation}
\frac{\theta_p}{\theta_0}=e^{-xe^xE_2(x)}\simeq\frac1e\left(1+\frac2x\right).
\label{eq:left}
\end{equation}
The peak rate follows from (\ref{eq:redhead}):
\begin{equation}
r_p=\nu\theta_pe^{-x}=\theta_p\,\frac{\beta E}{kT_p^2}.
\end{equation}
Height and area are both proportional to $\theta_0$; the position is not affected.

For the width, set $T=T_p(1+s/x)$, so that $s=(T-T_p)E/(kT_p^2)$. At fixed $s$ and large $x$, $E/kT=x-s+O(1/x)$. The integrated exponent in (\ref{eq:coverage}) tends to $e^s$, and to 1 at the peak. Thus $\ln(\theta/\theta_p)\to1-e^s$, and
\begin{equation}
\frac{r}{r_p}\to\exp(1+s-e^s).
\end{equation}
The high-temperature side is steeper because depletion enters through $e^s$. Solving $1+s-e^s=-\ln2$ numerically for its two roots gives a full width at half maximum of $2.446\,kT_p^2/E$, with relative corrections of order $1/x$.

\section{Example: hydrogen on silicon}

Hydrogen on monohydride Si(100) blocks sites during low-temperature silicon growth from hydrides, and its removal as H$_2$ is close to first order, which is commonly attributed to pairing of the atoms on surface dimers. Rough typical parameters are $E=2.5$ eV and $\nu=10^{15}$ s$^{-1}$; the ramp is $\beta=2$ K/s. One monolayer means one hydrogen atom per surface silicon atom.

The dimensionless group is
\begin{equation}
\frac{\nu E}{k\beta}=\frac{10^{15}\times2.5}{8.6173\times10^{-5}\times2}
=1.45\times10^{19}.
\end{equation}
Equation (\ref{eq:forward}) gives $x=36.904$ and
\begin{equation}
T_p=\frac{2.5}{8.6173\times10^{-5}\times36.904}=786.1\ \mathrm{K}
=513\ {}^\circ\mathrm{C}.
\end{equation}

Equation (\ref{eq:rate}) was also integrated in time by a high-order Runge--Kutta method from 500 to 900 K. The peak was located with a parabola through the logarithms of the three highest rates, sampled every 0.1 K. Initial coverages of 1, 0.5, 0.1 and 0.01 ML all gave 786.120 K, as did 1 ML ramps starting at 300 and 700 K. These digits show numerical agreement, not the accuracy of the parameters.

From 1 ML, 0.387 ML remains at the peak; the simple form in (\ref{eq:left}) gives 0.388 ML. The temperature scale $kT_p^2/E$ is 21.30 K, so $r_p=0.387\times2/21.30=0.036$ ML/s. The integrated trace is 50.3 K wide, against $2.446\times21.30=52.1$ K from the large-$x$ formula, which is too wide by about 4 percent of the integrated value.

\section{Extracting an energy}

At fixed $T_p$ and $\beta$, differentiating $x+\ln x=\ln(\nu T_p/\beta)$ gives $(1+1/x)\,dx=d\ln\nu$. Since $dE=kT_p\,dx$,
\begin{equation}
\left.\frac{\partial E}{\partial\ln\nu}\right|_{T_p,\beta}=kT_p\frac{x}{1+x}.
\end{equation}
This is 0.066 eV in the example. Taking $\nu=10^{13}$ s$^{-1}$ instead of $10^{15}$ s$^{-1}$ lowers the inferred energy from 2.50 to 2.20 eV. By comparison, (\ref{eq:approx}) with the correct prefactor gives 2.498 eV. Here the assumed prefactor matters far more than the constant 3.64.

Several ramp rates remove the need to assume $\nu$. Multiplying (\ref{eq:redhead}) by $k\beta/E$ and taking logarithms gives
\begin{equation}
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k}{E}-\frac{E}{kT_p},
\end{equation}
where the logarithms refer to numerical values in fixed units. A plot of the left side against $1/T_p$ has slope $-E/k$. The temperature range available follows by differentiating at fixed $E$ and $\nu$: $d\ln\beta-2\,dT_p/T_p=x\,dT_p/T_p$, or
\begin{equation}
\frac{dT_p}{d\ln\beta}=\frac{T_p}{x+2}=20.2\ \mathrm{K}.
\label{eq:ramp}
\end{equation}
To leading order, a tenfold change of ramp rate moves the peak by $20.2\ln10\approx47$ K. The full shifts are $+49$ K for 20 K/s and $-44$ K for 0.2 K/s, and an error of 1 K in that difference costs 2 to 2.6 percent of $E$. A 5 percent error in the ramp rate moves the predicted peak by about 1.0 K.

\section{When coverage returns}

Let the rate law be $d\theta/dt=-\nu f(\theta,T)e^{-E/kT}$. Repeating the differentiation of $\ln r$, with $d\theta/dT=-(\nu/\beta)fe^{-E/kT}$, gives at an interior peak
\begin{equation}
\frac{E}{kT_p^2}+\frac{1}{f}\frac{\partial f}{\partial T}
=\frac{\nu}{\beta}\frac{\partial f}{\partial\theta}e^{-E/kT_p}.
\label{eq:general}
\end{equation}
First order has $\partial f/\partial\theta=1$. If $f$ does not depend explicitly on temperature, a slope below 1 weakens depletion and delays the peak.

\subsection{Second order}

For $f=\theta^2$, the slope is $2\theta_p$. Numerical integration with the example's $E$, $\nu$ and $\beta$ gives peaks at 785.1 K from 1 ML and 834.3 K from 0.1 ML. By (\ref{eq:scaling}), the tenfold reduction in coverage acts as a tenfold reduction in $\nu$. With $x=E/kT_p$ large, integrating the second-order law up to the peak gives $\theta_0/\theta_p-1\simeq(\nu\theta_0/\beta)(T_p/x)e^{-x}$, and (\ref{eq:general}) makes the right side equal to $\theta_0/(2\theta_p)$. Hence $\theta_p\simeq\theta_0/2$, and (\ref{eq:general}) takes the form of (\ref{eq:redhead}) with $\nu$ replaced by $\nu\theta_0$. Since only the ratio of prefactor to ramp rate matters there, the leading estimate of the shift is again 47 K, close to the computed 49 K.

\subsection{Incomplete pairing}

In the prepairing model, hydrogen leaves from doubly occupied dimers, but some dimers hold one atom. Desorption pathways that involve two neighbouring dimers also exist on this surface and are not included here. Let pairing lower the energy by $\varepsilon$, and let diffusion keep the dimers in equilibrium. With $K=e^{\varepsilon/kT}$, the statistical weights for zero, one and two atoms are $1$, $2z$ and $Kz^2$, where $z$ is the activity. The corresponding fractions satisfy $d_2d_0/d_1^2=K/4$. Put $q=d_1/2$. Since $\theta=d_2+d_1/2$, we have $d_2=\theta-q$ and $d_0=1-\theta-q$, so
\begin{align}
(\theta-q)(1-\theta-q)&=Kq^2,\nonumber\\
(K-1)q^2+q&=\theta(1-\theta).
\label{eq:pair}
\end{align}
The rate law uses $f=d_2=\theta-q$. Strong pairing sends $q$ to zero and restores first order. For $4K\theta\ll1$, (\ref{eq:pair}) gives $f\simeq K\theta^2$, which is second order.

With a rough pairing energy of 0.25 eV, $K=40$ at 786 K. Integration gives peaks at 786.5, 788.2 and 793.6 K from 1, 0.5 and 0.1 ML. The shifts from the ideal value are 0.4, 2.1 and 7.5 K.

The small shift from a full layer follows from (\ref{eq:pair}). Differentiation at fixed $T$ gives
\begin{equation}
\frac{\partial f}{\partial\theta}=1-\frac{1-2\theta}{1+2(K-1)q}.
\end{equation}
This slope is 1 at half coverage, and a layer that starts full reaches its peak near 0.4 ML, not far below half. The temperature term in (\ref{eq:general}) is negative, because heating breaks pairs, and partly offsets the remaining delay. A peak that stays fixed within 2 K between 0.5 and 1 ML is therefore compatible with incomplete pairing; lower coverages are the sharper test.

\subsection{Repulsion between adsorbates}

If the desorption energy is $E-w\theta$ with $w=0.05$ eV/ML, and pairing is again complete, the computed peaks are 774.3 K from 1 ML and 784.9 K from 0.1 ML. A variation of only 2 percent of $E$ over a full layer thus moves the peak by 11 K. The size and sign of $w$ are illustrative, not measured values for this surface; an attraction of the same strength, $w=-0.05$ eV/ML, gives 797.7 and 787.3 K, a drift in the opposite direction.

\section{Pumping and readsorption}

A mass spectrometer measures pressure, not desorption rate. For volume $V$ and pumping speed $S$, the pumping time is $\tau=V/S$. In units where steady pressure equals $r$, the gas balance is $\tau\,dp/dt+p=r$. For slow variation, $p\simeq r-\tau\,dr/dt\simeq r(t-\tau)$, so the peak appears late by about $\beta\tau$. With $V=60$ L and $S=300$ L/s, $\tau=0.20$ s and the delay is 0.4 K. The first-order rate law and the gas balance are both linear, so this shift does not depend on $\theta_0$.

Gas may also return to the sample. The impingement conductance of an area $A$ is $C=A\bar v/4$, with $\bar v$ the mean molecular speed. For H$_2$ at 300 K and one face of 1 cm$^2$, $C=44$ L/s, and $g=C/S=0.148$. Suppose every impinging molecule sticks. In slow variation the net loss rate $R$ equals the pumped flow, while the returning flow is $gR$. Thus $R=\nu\theta e^{-E/kT}-gR$, or
\begin{equation}
R=\frac{\nu}{1+g}\,\theta e^{-E/kT}.
\end{equation}
The process remains first order with a smaller prefactor. By (\ref{eq:ramp}), the delay is about $20.2\ln(1.148)=2.8$ K; integration of the coupled surface and gas equations gives 2.75 K, in addition to the pumping delay. The independence of coverage rests on a sticking probability that ignores occupied sites; with sticking proportional to $1-\theta$, the added delay is 0.7 K from 1 ML and 2.5 K from 0.1 ML. Hydrogen molecules stick to clean silicon with a probability far below one, so this is a deliberately severe estimate.

\section{Use on a real surface}

The modelled peak lies near the roughly 800 K typical of monohydride desorption at ramps of a few kelvin per second. The parameters are rough, so this agreement does not determine them. The model applies up to 1 ML; above that, dihydride adds another desorption channel. Of the effects sized here, repulsion and incomplete pairing make the peak depend on coverage, by about 11 and 7 K between 1 and 0.1 ML for the stated strengths. Each was computed separately, and both place the low-coverage peak higher. An attraction between adsorbates would place it lower and can partly cancel the pairing shift (pairing with $w=-0.05$ eV/ML gives 798.3 K from 1 ML and 794.8 K from 0.1 ML), so a small drift does not by itself establish first order. For this system, a coverage series should therefore precede use of (\ref{eq:inverse}), and any drift beyond the temperature error should be fitted with a coverage-dependent rate law.
